# Osmotic climb force on an edge dislocation in an interstitial supersaturation

An edge dislocation is the border of an extra half-plane of atoms. Let the line run along $z$, let its Burgers vector of length $b$ lie along $x$, and let the extra half-plane occupy $x=0$, $y>0$. Climb is motion of the line within the plane $x=0$. The climb distance $h$ is counted positive when the half-plane grows, so the line then moves towards negative $y$. The crystal is elemental, with volume $\Omega$ per atom, and is held at fixed temperature $T$ and external pressure. It contains free self-interstitials at concentration $C$, and $C^*$ is the concentration that would be in equilibrium with unstressed crystal at the same temperature, pressure and Fermi level. Boltzmann's constant is $k$. The force per unit length $F$ is defined through the Gibbs free energy $G$ released when a length $L$ of line climbs,

$$F=-\frac{1}{L}\frac{dG}{dh},$$

where $G$ here includes only the exchange of atoms between the interstitials and the crystal. The elastic forces on the line are separate and are added later. For dilute, non-interacting interstitials the result is

$$F=\frac{kT\,b}{\Omega}\ln\frac{C}{C^*}.$$

The first ingredient is the number of atoms that climb consumes. When a length $L$ advances by $h$, the half-plane gains an area $Lh$. The crystal on its two sides is pushed apart by $b$, so a slab of perfect crystal of volume $bLh$ has been inserted. It holds

$$N_{\rm abs}=\frac{bLh}{\Omega}$$

atoms, each of them a former interstitial. The volume by which an interstitial strains its surroundings does not enter this count, because the absorbed atom ends as an ordinary lattice atom. If the Burgers vector $\mathbf b$ is not normal to the plane of climb, whose unit normal is $\mathbf n$, the inserted volume is $|\mathbf b\cdot\mathbf n|Lh$: the component in the plane slides the two faces past each other and makes no room. In that case $b$ in the force law stands for $|\mathbf b\cdot\mathbf n|$.

The second ingredient is the free energy released per absorbed atom. Let $n$ interstitials be spread over $N$ equivalent sites, at most one on each. Let $g$ be the free energy needed to take an atom from perfect crystal and place it on one given interstitial site. It includes the relaxation and vibrations of the surroundings, but not the choice of site. The number of arrangements is $N!/[n!(N-n)!]$, so that

$$G(n)=n g-kT\ln\frac{N!}{n!\,(N-n)!}.$$

Absorption of one interstitial takes $n$ to $n-1$. The ratio of the numbers of arrangements before and after is

$$\frac{N!}{n!(N-n)!}\cdot\frac{(n-1)!(N-n+1)!}{N!}=\frac{N-n+1}{n},$$

and the free energy released, which is the chemical potential $\mu$ of the interstitials measured from an atom in the crystal, is

$$\mu=G(n)-G(n-1)=g+kT\ln\frac{n}{N-n+1}.$$

The 1 in the denominator is negligible beside the number of empty sites. With the site fraction $c=n/N$ this becomes $\mu=g+kT\ln[c/(1-c)]$. In equilibrium with the crystal nothing is gained by moving an atom either way, so $\mu=0$ at $c=c^*$, which gives $g=-kT\ln[c^*/(1-c^*)]$. Substitution removes the formation free energy:

$$\mu=kT\ln\frac{c\,(1-c^*)}{c^*(1-c)}.$$

For $c,c^*\ll1$ the factors $1-c$ and $1-c^*$ tend to one. The site fractions are proportional to the concentrations, so $c/c^*=C/C^*$ and

$$\mu=kT\ln\frac{C}{C^*}.$$

The leading correction to the logarithm is $-\ln(1-c)+\ln(1-c^*)\simeq c-c^*$. Climb also creates new crystal, and with it new interstitial sites. Since $\ln N!$ grows by about $\ln N$ when $N$ grows by one, each new site changes $G$ by $-kT\ln[N/(N-n)]=kT\ln(1-c)\simeq-kTc$. This is of the same small order and is dropped too.

When the line advances by $dh$ it absorbs $bL\,dh/\Omega$ atoms, and each releases $\mu$. Hence

$$dG=-\mu\,\frac{bL}{\Omega}\,dh=-\frac{bL}{\Omega}\,kT\ln\frac{C}{C^*}\,dh,$$

and division by $-L\,dh$ gives the force law. The sign follows from the bookkeeping: for $C>C^*$ absorption lowers $G$ and the half-plane is driven to grow, while for $C<C^*$ the line lowers $G$ by emitting interstitials and the half-plane shrinks.

The force has a direct mechanical meaning. Suppose an external agent opposes growth with a constant load $f$ per unit length. Climb by $dh$ then costs the extra work $fL\,dh$, and the total free energy is stationary when $f=F$. Solved for the concentration, this is

$$C_{\rm stall}=C^*\exp\!\left(\frac{f\,\Omega}{b\,kT}\right).$$

A loaded line is therefore in equilibrium with a concentration other than $C^*$. The load may also be expressed as a stress. A normal stress $\sigma_{xx}$, positive in tension, does work $\sigma_{xx}b$ per unit area when its two faces are moved apart by $b$, and work per swept area is force per length. The osmotic force thus equals that of a tensile stress

$$\sigma_{\rm os}=\frac{F}{b}=\frac{kT}{\Omega}\ln\frac{C}{C^*},$$

in which the Burgers vector has dropped out.

Two limits show how the logarithm behaves. Close to equilibrium, with $C=C^*(1+s)$ and $|s|\ll1$, $\ln(1+s)\simeq s$ and $F\simeq kTb\,s/\Omega$, which is linear in the excess. For $C\to0$ the formula gives an unbounded force towards shrinkage. That divergence belongs to the treatment of $n$ as a large number. The first interstitial emitted into an empty region of $N$ sites changes the free energy by $G(1)-G(0)=g-kT\ln N$, which is finite.

The stress field of the dislocation attracts interstitials to some sites and repels them from others, which raises the question of where $C$ is to be taken. Let sites of kind $j$ have formation free energy $g_j$. If the interstitials are in equilibrium among themselves, $\mu$ is the same everywhere, and in the dilute limit $c_j=\exp[(\mu-g_j)/kT]$. The equilibrium value is $c_j^*=\exp(-g_j/kT)$, so

$$\frac{c_j}{c_j^*}=\exp\!\left(\frac{\mu}{kT}\right)$$

for every kind of site. As long as the sites are sparsely occupied, binding to the line changes $C$ and $C^*$ by the same factor and leaves the force alone, provided both are taken at the same place. Strongly binding sites in the core can fill up. Their concentration ratio then no longer gives $\mu$, and the ratio at nearby dilute sites must be used. If interstitials are flowing towards the line, $\mu$ is not uniform. The force at the line then follows from the ratio next to it, and the rest of the free energy is dissipated by diffusion.

Vacancies do not add a second force when they are in recombination equilibrium with the interstitials. An interstitial and a vacancy annihilate into perfect crystal, so $\mu+\mu_V=0$. The same counting for dilute vacancies of concentration $C_V$ gives $\mu_V=kT\ln(C_V/C_V^*)$. A line that extends its half-plane by emitting vacancies releases $-\mu_V=\mu$ per atom gained, which is the same free energy by another route.

An interstitial prismatic loop, a disc of extra atoms bounded by a closed edge dislocation, also feels forces that try to shrink it. Their size requires the elastic energy of the line. In isotropic elasticity, with shear modulus $G_s$ and Poisson ratio $\nu$, take polar coordinates $r,\theta$ about the line, with $\theta$ measured from $x$, and try the stresses

$$\sigma_{rr}=\sigma_{\theta\theta}=-\frac{D\sin\theta}{r},\qquad \sigma_{r\theta}=\frac{D\cos\theta}{r}.$$

They satisfy both equations of equilibrium:

$$\partial_r\sigma_{rr}+\frac{\partial_\theta\sigma_{r\theta}}{r}+\frac{\sigma_{rr}-\sigma_{\theta\theta}}{r}=\frac{D\sin\theta}{r^2}-\frac{D\sin\theta}{r^2}+0=0,$$

$$\partial_r\sigma_{r\theta}+\frac{\partial_\theta\sigma_{\theta\theta}}{r}+\frac{2\sigma_{r\theta}}{r}=\frac{(-1-1+2)D\cos\theta}{r^2}=0.$$

The constant $D$ follows from the displacements. In plane strain Hooke's law gives $\varepsilon_{rr}=\varepsilon_{\theta\theta}=-A\sin\theta/r$ with $A=(1-2\nu)D/2G_s$, and $\varepsilon_{r\theta}=D\cos\theta/(2G_sr)$. Integration of $\varepsilon_{rr}=\partial_ru_r$ and then of $\varepsilon_{\theta\theta}=(u_r+\partial_\theta u_\theta)/r$ yields, apart from a rigid rotation,

$$u_r=-A\sin\theta\ln r+\Phi'(\theta),\qquad u_\theta=A\cos\theta\,(1-\ln r)-\Phi(\theta).$$

The shear condition $\partial_\theta u_r+r\partial_ru_\theta-u_\theta=2r\varepsilon_{r\theta}$ becomes, after the logarithms cancel,

$$\Phi''+\Phi=\left(\frac{D}{G_s}+2A\right)\cos\theta=\frac{2(1-\nu)D}{G_s}\cos\theta,$$

with the particular solution $\Phi=(1-\nu)(D/G_s)\,\theta\sin\theta$. Then $\Phi'=(1-\nu)(D/G_s)(\sin\theta+\theta\cos\theta)$. One turn from $\theta=0$ to $2\pi$ leaves $u_\theta$ unchanged and raises $u_r$, which is $u_x$ there, by $2\pi(1-\nu)D/G_s$. This rise must be $b$, so

$$D=\frac{G_sb}{2\pi(1-\nu)}.$$

On the half-plane, $\theta=\pi/2$, the stress $\sigma_{xx}=\sigma_{\theta\theta}=-D/y$ is compressive, as inserted material requires. Now let the slab be inserted gradually. The stress grows in proportion to the opening, which gives a factor $\tfrac12$, and the energy per length between an inner radius $r_0$ and an outer radius $R$ is

$$W=\frac12\int_{r_0}^{R}b\,\frac{D}{y}\,dy=K\ln\frac{R}{r_0},\qquad K=\frac{G_sb^2}{4\pi(1-\nu)}.$$

The tractions on the two bounding cylinders contribute nothing in sum. Traction times circumference is independent of $r$, and the part of the displacement that contains $\ln r$ is a uniform shift, on which a traction of zero net force does no work. The inner and outer terms therefore cancel.

For a loop of radius $R$, $W$ is used with $R$ as outer and $b$ as inner cutoff. This is an estimate, since a ring is not a straight line and the core is not elastic. If the loop also encloses a stacking fault of energy $\gamma$ per area, its free energy is

$$G_{\rm loop}(R)=2\pi RK\ln\frac{R}{b}+\pi R^2\gamma-\pi R^2F.$$

Growth by $dR$ sweeps the area $2\pi R\,dR$, so the net outward force per length is

$$-\frac{1}{2\pi R}\frac{dG_{\rm loop}}{dR}=F-\gamma-P(R),\qquad P(R)=\frac{K}{R}\left(\ln\frac{R}{b}+1\right).$$

The curvature pull $P$ falls with $R$ for $R>b$, because $dP/dR=-K\ln(R/b)/R^2$. Its largest value in this range is $K/b$, reached at $R=b$. For $\gamma<F<\gamma+K/b$, loops below a critical radius therefore shrink and larger ones grow. The ratio that just holds a loop of radius $R$ is

$$\left(\frac{C}{C^*}\right)_{\rm hold}=\exp\!\left[\frac{\Omega\,(\gamma+P(R))}{b\,kT}\right].$$

As an example, take a faulted interstitial loop in a diamond-cubic crystal during an anneal after ion implantation. The round parameters are a lattice parameter $a=0.54$ nm, $T=1100$ K, $C^*=10^{12}$ cm$^{-3}$, $C=10^{13}$ cm$^{-3}$, $R=50$ nm, $\gamma=0.07$ J/m$^2$, $G_s=60$ GPa and $\nu=0.22$. The cubic cell holds eight atoms, so $\Omega=a^3/8=0.01968$ nm$^3$. The loop is one inserted (111) double layer of thickness $b=a/\sqrt3=0.3118$ nm. Each square nanometre swept takes up $b/\Omega=15.84$ atoms, and the whole loop contains $\pi R^2b/\Omega\simeq1.24\times10^5$. With $kT=0.09479$ eV and $\ln10=2.303$, each absorbed atom releases $0.2183$ eV, and

$$F=15.84\ \text{nm}^{-2}\times0.2183\ \text{eV}=3.46\ \text{eV/nm}^2=0.554\ \text{N/m}.$$

The equivalent stress is $F/b=1.78$ GPa. The prefactor $kTb/\Omega$ is $0.2406$ N/m, so at the same temperature a ratio of 2 gives $0.167$ N/m, a ratio of $\tfrac12$ gives $-0.167$ N/m, and a ratio of 1000 gives $1.66$ N/m. A perfect loop with Burgers vector $\tfrac a2[110]$ lying on (111) has the normal component $a/\sqrt3$ and feels the same osmotic force. If it lies on (110), the component is $a/\sqrt2$, the count rises to $19.40$ nm$^{-2}$, and the force rises in proportion.

The restoring forces are smaller but not negligible. With $K=3.714$ eV/nm and $\ln(R/b)=5.08$, the curvature pull is $3.714\times6.08/50=0.451$ eV/nm$^2$, or $0.072$ N/m, which is 13% of $F$. A factor of two in either cutoff changes it by $\ln2/6.08$, about 11% of itself. The fault adds $0.070$ N/m, another 13% of $F$, and a net outward force of about $0.41$ N/m remains. The loop is held at

$$\frac{C}{C^*}=\exp\!\left(\frac{0.070+0.072}{0.2406}\right)\simeq1.8.$$

For a very large faulted loop the curvature term vanishes and the ratio tends to $\exp(0.070/0.2406)\simeq1.34$. Between these values a loop of 50 nm shrinks while a sufficiently large one grows, so in this model large loops can gain atoms at the expense of small ones. At $C/C^*=10$ the critical radius, found as the numerical root of $F=\gamma+P(R)$, is about 4.5 nm. This is some fifteen Burgers vectors, where the line-energy estimate is at its weakest, so the number means a few nanometres: halving or doubling the inner cutoff moves it to 5.6 or 3.3 nm.

The lattice parameter is close to that of silicon, while $C^*$ and the supersaturation are round choices, not values measured for a particular wafer. The isotropic moduli are round as well: with the cubic elastic constants of silicon at room temperature $K$ is about $4.2$ eV/nm and the holding ratio about 1.9. The two concentrations enter the force only through their ratio. If $C^*$ is wrong by a factor of two at fixed $C$, the force moves by $0.167$ N/m, or 30% of $F$. Doping can cause such a shift, since charged interstitials make $C^*$ depend on the Fermi level. The implanted dose must not be used for $C$ either, because atoms bound in clusters are not free interstitials. A normal stress $\sigma=0.1$ GPa across the loop plane adds or subtracts $\sigma b=0.031$ N/m, about 6% of $F$, if $\mu$ is held fixed. At fixed $C$ the effect is different, because the stress also acts on the relaxation volume $V_{\rm rel}$ of the free interstitial and changes $g$. For a uniaxial stress and interstitials averaged over orientation the net change is $\sigma b\,(1-V_{\rm rel}/3\Omega)$, which is $0.021$ N/m if $V_{\rm rel}=\Omega$. Finite site occupancy is irrelevant here: with one site per atom, $C\Omega\simeq2\times10^{-10}$.

The example also assumes a uniform concentration. If the loop absorbs interstitials readily and diffusion is slow to replace them, the ratio beside the line falls from 10 towards the holding value of 1.8. The local osmotic force then falls from $0.554$ N/m towards $0.142$ N/m, the sum of the two restoring forces, and the rate of growth is set by diffusion. Added to the fault and curvature forces and to the forces from all other stresses, including those of neighbouring loops, the osmotic force gives the direction of climb and the free energy available to drive it, provided $C$ and $C^*$ are both taken in the stressed crystal beside the line and the stresses are counted from the external pressure already contained in $C^*$. A climb speed requires, in addition, the diffusivity, the spacing of the loops and the rate at which atoms attach to the line.

All numerical values are calculated from the stated model.
